# Fourier Decay and Parseval Remainder of the LAPW Step Function

In the APW and LAPW methods, space is divided into non-overlapping atomic spheres and the interstitial region between them. Integrals over the interstitial are taken with a step function \(\Theta(\mathbf r)\), equal to 1 in the interstitial and 0 inside the spheres. This problem asks how fast its Fourier coefficients decay, which features of the spheres set that decay, and how much of the function is lost when the series is cut off.

The periodic cell has volume \(\Omega\). Sphere \(a\) has radius \(R_a\) and centre \(\boldsymbol\tau_a\). Spheres may touch but do not overlap, periodic images included. The Fourier convention is

\[
\Theta(\mathbf r)=\sum_{\mathbf G}\Theta_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad
\Theta_{\mathbf G}=\frac1\Omega\int_{\rm cell}\Theta(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r ,
\]

with \(G=|\mathbf G|\). Lengths are in bohr. The geometry is held fixed while \(G\) grows, and \(O(\cdot)\) refers to that limit.

## (a) A radial function cut off at a sphere

**Let \(f(r)\) have three continuous derivatives on \([0,R]\), and let the function be zero for \(r>R\). Find the two leading terms of its Fourier transform \(F(G)\) at large \(G\). What changes if \(f(R)=0\)?**

**Solution.** Take the polar axis along \(\mathbf G\) and write \(u=\cos\theta\). Since \(\int_{-1}^{1}e^{-iGru}du=2\sin(Gr)/(Gr)\),

\[
F(G)=2\pi\int_0^R r^2f(r)\,\frac{2\sin(Gr)}{Gr}\,dr=\frac{4\pi}{G}\int_0^R g(r)\sin(Gr)\,dr,\qquad g(r)=rf(r).
\]

Integrate by parts twice. The lower limits give nothing, because \(g(0)=0\) in the first step and \(\sin 0=0\) in the second:

\[
\int_0^R g\sin(Gr)\,dr=-\frac{g(R)\cos(GR)}{G}+\frac{g'(R)\sin(GR)}{G^2}-\frac1{G^2}\int_0^R g''\sin(Gr)\,dr .
\]

One more integration by parts shows that the last integral is \(O(1/G)\), so the last term is \(O(G^{-3})\). Multiplying by \(4\pi/G\),

\[
F(G)=-\frac{4\pi R f(R)\cos(GR)}{G^2}+\frac{4\pi g'(R)\sin(GR)}{G^3}+O(G^{-4}).
\]

The function vanishes outside, so \(f(R)\) is its jump at the surface. The \(G^{-2}\) term is proportional to this jump. If \(f(R)=0\), the function is continuous, that term is absent, and \(g'(R)=f(R)+Rf'(R)=Rf'(R)\). The leading term is then \(4\pi Rf'(R)\sin(GR)/G^3\): a jump in the slope, that is, a kink in the function, gives \(G^{-3}\).

For example, \(f=1-r^2/R^2\) has \(g=r-r^3/R^2\) and \(g'(R)=-2\), so the amplitude of \(G^3F\) tends to \(8\pi\approx25.133\). Radial quadrature with \(R=3\) bohr gives a decay power of 3.000 and an amplitude of 25.133. For \(f=1\) the same quadrature gives a power of 2.000.

## (b) The coefficients of the step function

**Find \(\Theta_{\mathbf G}\) in closed form, its leading behaviour at large \(G\), and an upper bound for its magnitude.**

**Solution.** For \(f=1\) we have \(g=r\), \(g'=1\) and \(g''=0\), so the two terms of part (a) are the whole answer. The transform of a ball of radius \(R\) is

\[
B_R(G)=\frac{4\pi}{G^3}\left[\sin(GR)-GR\cos(GR)\right].
\]

For small \(x\), \(\sin x-x\cos x\approx x^3/3\), so \(B_R(0)=4\pi R^3/3\), the volume.

The step function is 1 minus the indicator functions of the balls. The constant 1 contributes \(\delta_{\mathbf G,0}\), and moving a ball to \(\boldsymbol\tau_a\) multiplies its transform by \(e^{-i\mathbf G\cdot\boldsymbol\tau_a}\). Hence

\[
\Theta_{\mathbf G}=\delta_{\mathbf G,0}-\frac1\Omega\sum_a e^{-i\mathbf G\cdot\boldsymbol\tau_a}B_{R_a}(G).
\]

The minus sign in front of the balls cancels the minus sign of the cosine term:

\[
\Theta_{\mathbf G}=\sum_a\frac{4\pi R_a}{\Omega}\,e^{-i\mathbf G\cdot\boldsymbol\tau_a}\,\frac{\cos(GR_a)}{G^2}+O(G^{-3}).
\]

For the bound, write \(\sin x-x\cos x=\sqrt{1+x^2}\,\sin(x-\arctan x)\), whose magnitude is at most \(\sqrt{1+x^2}\). Therefore

\[
|B_R(G)|\le\frac{4\pi R}{G^2}\sqrt{1+\frac1{(GR)^2}},\qquad
|\Theta_{\mathbf G}|\le\sum_a\frac{4\pi R_a}{\Omega G^2}\sqrt{1+\frac1{(GR_a)^2}}\quad(\mathbf G\ne0).
\]

The power \(G^{-2}\) describes an envelope. Individual coefficients oscillate beneath it and can be much smaller; for a single sphere the coefficient vanishes wherever \(\tan(GR)=GR\) with \(G\ne0\).

## (c) Is the discontinuity enough to give \(G^{-2}\)?

**Compare the sphere with a cube of side \(L\), taking \(\mathbf G\) along a cube edge.**

**Solution.** Let \(z\) be the coordinate along \(\mathbf G\), measured from the centre of the body, and let \(A(z)\) be the area of the body's cross-section at height \(z\). The transform of the body is \(\int A(z)e^{-iGz}dz\).

For the cube, \(A=L^2\) between \(z=-L/2\) and \(z=L/2\), so

\[
\int_{-L/2}^{L/2}L^2e^{-iGz}dz=\frac{2L^2\sin(GL/2)}{G},\qquad |\Theta_{\mathbf G}|=\frac{2L^2|\sin(GL/2)|}{\Omega G}.
\]

The function has the same unit jump, but in this direction it decays as \(G^{-1}\).

For the sphere, \(A(z)=\pi(R^2-z^2)\) vanishes at both ends. The first integration by parts therefore has no boundary term:

\[
\int_{-R}^{R}A\,e^{-iGz}dz=\frac1{iG}\int_{-R}^{R}A'\,e^{-iGz}dz .
\]

The slope \(A'=-2\pi z\) does not vanish at the ends. The boundary term of the second integration by parts is

\[
\frac1{iG}\left[\frac{A'e^{-iGz}}{-iG}\right]_{-R}^{R}
=\frac{-2\pi R\,e^{-iGR}-2\pi R\,e^{iGR}}{G^2}=-\frac{4\pi R\cos(GR)}{G^2},
\]

which is the leading term of part (a) with \(f=1\). A plane normal to \(\mathbf G\) meets the whole face of a cube at once, but it first touches a sphere at a single point. The exponent 2 thus has two causes: the jump gives one factor \(1/G\), and the linear vanishing of \(A(z)\) at the ends gives the other. The linear vanishing needs a surface curved in both principal directions at the point of contact. A cylinder with \(\mathbf G\) normal to its axis is curved in one direction only, has \(A\propto\sqrt{R^2-z^2}\), and decays as \(G^{-3/2}\).

The numerical check uses a cube of side 4.8 bohr in a cubic cell of edge 8 bohr. Along the edge direction, the largest \(G|\Theta_{\mathbf G}|\) is 0.0856 bohr\(^{-1}\) both for indices 10 to 20 and for indices 40 to 62, so the product does not fall, as \(G^{-1}\) decay requires. The two maxima are exactly equal because here \(GL/2=0.6\pi n\) for index \(n\), and \(|\sin(0.6\pi n)|\) repeats every five indices with largest value 0.951; the maximum is \((2L^2/\Omega)\times0.951=0.0900\times0.951\).

## (d) What the Parseval remainder measures

**Define \(P(K)=\sum_{|\mathbf G|>K}|\Theta_{\mathbf G}|^2\), where \(K\) stands for the cutoff \(G_{\max}\). Express it through a finite sum and give its meaning in real space.**

**Solution.** Parseval's theorem equates the sum of all \(|\Theta_{\mathbf G}|^2\) with the cell average of \(\Theta^2\). Since \(\Theta\) takes the values 0 and 1, \(\Theta^2=\Theta\), and this average is the interstitial fraction \(w\):

\[
\sum_{\mathbf G}|\Theta_{\mathbf G}|^2=w=1-\frac1\Omega\sum_a\frac{4\pi R_a^3}{3},\qquad
P(K)=w-\sum_{|\mathbf G|\le K}|\Theta_{\mathbf G}|^2 .
\]

Let \(\Theta_K(\mathbf r)\) be the series truncated at \(|\mathbf G|\le K\). The difference \(\Theta-\Theta_K\) contains the omitted terms, so Parseval's theorem applied to it gives

\[
P(K)=\frac1\Omega\int_{\rm cell}|\Theta-\Theta_K|^2\,d^3r .
\]

The remainder is the mean-square error of the truncated function, and \(\sqrt{P}\) is its root-mean-square (rms) error.

## (e) Counting reciprocal lattice vectors

**To evaluate \(P(K)\) at large \(K\), one needs the sums**

\[
N_{\mathbf d}(K)=\sum_{|\mathbf G|\le K}e^{i\mathbf G\cdot\mathbf d}.
\]

**Find the leading term and a bound on the error, for \(\mathbf d=0\) and for \(\mathbf d\) not a lattice vector.**

**Solution.** The reciprocal lattice has one point per volume \((2\pi)^3/\Omega\), so for \(\mathbf d=0\) the main term is \(\Omega K^3/(6\pi^2)\). An error of order \(K^2\), the number of points near the surface of the ball, would be too coarse for part (f). A better bound comes from smoothing the edge of the ball.

Let \(\varphi\) be a smooth, non-negative, spherically symmetric function with unit integral that vanishes outside the unit ball. Convolve the indicator function of the ball \(|\mathbf q|\le K\) with \(\varepsilon^{-3}\varphi(\mathbf q/\varepsilon)\), where \(\varepsilon\le1\). The result \(h(\mathbf q)\) is 1 for \(|\mathbf q|\le K-\varepsilon\), 0 for \(|\mathbf q|\ge K+\varepsilon\), and between 0 and 1 elsewhere.

The comb \(\sum_{\mathbf G}\delta(\mathbf q-\mathbf G)\) is periodic in \(\mathbf q\). All its Fourier coefficients equal the inverse volume of the reciprocal cell, so it equals \(\frac{\Omega}{(2\pi)^3}\sum_{\mathbf T}e^{-i\mathbf q\cdot\mathbf T}\), with \(\mathbf T\) the lattice vectors. Multiply by \(h(\mathbf q)e^{i\mathbf q\cdot\mathbf d}\) and integrate. The transform of a convolution is a product, so

\[
\sum_{\mathbf G}h(\mathbf G)e^{i\mathbf G\cdot\mathbf d}=\frac{\Omega}{(2\pi)^3}\sum_{\mathbf T}B_K(s)\,\hat\varphi(\varepsilon s),\qquad s=|\mathbf T-\mathbf d| .
\]

Here \(B_K\) is the ball transform of part (b), now for a ball of radius \(K\) in reciprocal space, and \(\hat\varphi\) is the transform of \(\varphi\), with \(\hat\varphi(0)=1\).

- A term with \(s=0\) occurs if \(\mathbf d=0\), and is absent if \(\mathbf d\) is not a lattice vector. It equals \(\frac{\Omega}{8\pi^3}\frac{4\pi K^3}{3}=\frac{\Omega K^3}{6\pi^2}\).
- In the other terms \(s\) has a positive minimum, and part (b) gives \(|B_K(s)|\le CK/s^2\) with a constant \(C\). The smooth \(\varphi\) has a rapidly decaying transform, which cuts the sum off at \(s\sim1/\varepsilon\). The sum is then of order \(K\int_0^{1/\varepsilon}s^{-2}s^2\,ds=K/\varepsilon\).

It remains to return to the sharp ball. The sharp and smoothed sums differ by at most the number of points in the shell \(K-\varepsilon\le|\mathbf G|\le K+\varepsilon\). This number is at most the smoothed count for radius \(K+2\varepsilon\) minus that for \(K-2\varepsilon\), because the difference of the two smoothed indicators is non-negative everywhere and equals 1 on the shell. By the result just found, it is \(O(K^2\varepsilon)+O(K/\varepsilon)\). The choice \(\varepsilon=K^{-1/2}\) makes both terms of order \(K^{3/2}\):

\[
N_0(K)=\frac{\Omega K^3}{6\pi^2}+O(K^{3/2}),\qquad N_{\mathbf d}(K)=O(K^{3/2})\ \text{ if }\mathbf d\text{ is not a lattice vector.}
\]

In the numerical check, the largest error divided by \(K^{3/2}\) does not grow between an inner and an outer range of radii, for either sum.

## (f) The remainder at large cutoff

**Find the leading term of \(P(K)\). Which geometric property of the spheres does it contain?**

**Solution.** Square the leading form of \(\Theta_{\mathbf G}\) from part (b). The corrections to \(|\Theta_{\mathbf G}|^2\) are \(O(G^{-5})\), and their sum beyond \(K\) is of order \(\int_K^\infty G^{-5}G^2dG=O(K^{-2})\). Thus

\[
P(K)=\frac{16\pi^2}{\Omega^2}\sum_{a,b}R_aR_b\sum_{|\mathbf G|>K}e^{i\mathbf G\cdot(\boldsymbol\tau_b-\boldsymbol\tau_a)}\,W_{ab}(G)+O(K^{-2}),\qquad
W_{ab}(G)=\frac{\cos(GR_a)\cos(GR_b)}{G^4}.
\]

With \(\mathbf d=\boldsymbol\tau_b-\boldsymbol\tau_a\), the inner sum is \(\int_K^\infty W_{ab}\,dN_{\mathbf d}\). Let \(E(G)=O(G^{3/2})\) be the error term of \(N_{\mathbf d}\). Its contribution is, by parts,

\[
\int_K^\infty W_{ab}\,dE=-W_{ab}(K)E(K)-\int_K^\infty W_{ab}'(G)\,E(G)\,dG .
\]

Since \(|W_{ab}|\le G^{-4}\) and \(|W_{ab}'|\le(R_a+R_b)G^{-4}+4G^{-5}\), the first term is \(O(K^{-5/2})\) and the second is of order \(\int_K^\infty G^{-4+3/2}dG=O(K^{-3/2})\). With an error \(E\) of order \(G^2\), the bound would have been \(O(K^{-1})\), as large as the result sought.

Two different spheres cannot be separated by a lattice vector, since they would then overlap. Their cross terms have no volume term and are \(O(K^{-3/2})\). For \(a=b\), \(dN_0\) contains \(\Omega G^2dG/(2\pi^2)\), and

\[
P(K)=\frac{16\pi^2}{\Omega^2}\,\frac{\Omega}{2\pi^2}\sum_aR_a^2\int_K^\infty\frac{\cos^2(GR_a)}{G^2}dG+O(K^{-3/2}).
\]

The prefactor is \(8/\Omega\). Write \(\cos^2(GR_a)=\tfrac12+\tfrac12\cos(2GR_a)\). The constant half gives \(1/(2K)\), and one integration by parts shows that the oscillating half gives \(O(K^{-2})\). Hence

\[
P(K)=\frac{4}{\Omega K}\sum_aR_a^2+O(K^{-3/2})=\frac{S}{\pi\Omega K}+O(K^{-3/2}),\qquad S=\sum_a4\pi R_a^2 .
\]

The leading remainder is proportional to the total surface area of the spheres divided by the cutoff. The law is asymptotic: it needs \(KR_a\gg1\) for every sphere that carries an appreciable share of \(S\), because the cosine form of the coefficients fails for \(GR_a\lesssim1\). A sphere whose area is negligible against \(S\) does not spoil it.

Area and volume can be told apart by replacing one sphere of radius 3 bohr with eight of radius 1.5 bohr. The volume stays the same and the area doubles. The computed remainder, averaged as \(K P(K)\) over cutoffs from 24 to 48 bohr\(^{-1}\), grows by a factor of 2.001.

The cube of part (c) also follows the area law, with a mean ratio of 1.000 to \(S/(\pi\Omega K)\), where now \(S=6L^2\), over the same range. This is a numerical finding for that cube, since the derivation above covers spheres. It shows that the remainder can fall as \(1/K\) although some coefficients decay more slowly than \(G^{-2}\).

## (g) A worked example and its consequences

**A model cubic cell of edge 8 bohr holds spheres of radius 3 and 2 bohr at fractional positions \((0,0,0)\) and \((0.45,0.50,0.55)\). Compare the remainder with the area law, and find the cutoff for an rms error of 0.05. What does this error mean for LAPW matrix elements?**

**Solution.** The volume is \(\Omega=512\) bohr\(^3\), and

\[
w=1-\frac{4\pi(27+8)}{3\times512}=0.71366,\qquad S=4\pi(9+4)=163.36\ \text{bohr}^2,\qquad \frac{S}{\pi\Omega}=\frac{52}{512}=0.10156\ \text{bohr}^{-1}.
\]

Subtracting the explicit lattice sum from \(w\) gives the remainder:

| \(K\) (bohr\(^{-1}\)) | \(P(K)\) | \(S/(\pi\Omega K)\) | rms error |
|---|---|---|---|
| 12 | 0.00849 | 0.00846 | 0.092 |
| 24 | 0.00423 | 0.00423 | 0.065 |
| 48 | 0.00212 | 0.00212 | 0.046 |

At these three cutoffs the remainder agrees with the law to within 0.3% of the predicted value. The deviations change sign and do not shrink steadily from row to row. The real-space meaning of \(P\) was tested at \(K=6\) bohr\(^{-1}\), where the lattice sum gives 0.01753 and the mean-square error on a real-space grid of \(120^3\) points is 0.01755. The last digit depends on the grid by about 0.00002; grids of \(128^3\) and \(160^3\) points give 0.01753.

For an rms error \(\eta\), set \(P=\eta^2\):

\[
K\approx\frac{S}{\pi\Omega\eta^2}=\frac{0.10156}{0.05^2}\approx40.6\ \text{bohr}^{-1}.
\]

The computed rms error at this cutoff is 0.0501. Halving \(\eta\) requires a cutoff four times larger and, since \(N_0\propto K^3\), about 64 times as many coefficients.

This slow convergence concerns \(\Theta\) as a function. An integral over the interstitial can be free of it. For \(v(\mathbf r)=\sum_{|\mathbf G|\le K}v_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\),

\[
\frac1\Omega\int_{\rm cell}\Theta\,v\,d^3r=\sum_{|\mathbf G|\le K}\Theta_{-\mathbf G}\,v_{\mathbf G},
\]

because the cell integral of \(e^{i(\mathbf G+\mathbf G')\cdot\mathbf r}\) vanishes unless \(\mathbf G'=-\mathbf G\). Coefficients of \(\Theta\) beyond \(K\) do not enter.

The interstitial overlap of two plane waves with wave vectors \(\mathbf k+\mathbf G\) and \(\mathbf k+\mathbf G'\), normalized to the cell, is \(\Theta_{\mathbf G-\mathbf G'}\). If both wave vectors have length at most \(K_b\), then \(|\mathbf G-\mathbf G'|\le2K_b\). The closed form of part (b), used up to \(2K_b\), therefore gives these overlaps without truncation error, even where the truncated series is still a poor picture of the step itself. The range \(2K_b\) holds for overlaps only. For an interstitial potential with components \(V_{\mathbf G''}\) up to \(|\mathbf G''|\le K_V\), the matrix element is \(\sum_{\mathbf G''}V_{\mathbf G''}\Theta_{\mathbf G-\mathbf G'-\mathbf G''}\). It needs the coefficients of \(\Theta\) up to \(2K_b+K_V\) to be free of truncation error in \(\Theta\).

## Values computed for the example and the checks

```
cell edge a = 8.0 bohr, volume = 512.0 bohr^3
sphere radius 3.0 bohr at fractional position (0.0, 0.0, 0.0)
sphere radius 2.0 bohr at fractional position (0.45, 0.5, 0.55)
total sphere area S = 163.363 bohr^2
interstitial fraction = 0.713657
G for indices (3,-2,1): |G| = 2.93869 1/bohr
Theta_G, formula:    -0.00301384 +0.00329409 i
Theta_G, quadrature: -0.00301384 +0.00329409 i
largest G^2|Theta_G|, 24<G<48: 0.122718 bohr^-2
envelope sum 4 pi R/Omega:     0.122718 bohr^-2
radial tests, R = 3 bohr, windows G = 20-22 and 80-82 1/bohr:
  f=1 (jump 1): decay power 2.0001
    max G^2|F| = 37.6994, predicted 37.6991 bohr^1
  f=exp(-r^2/R^2) (jump 1/e): decay power 2.0004
    max G^2|F| = 13.8693, predicted 13.8687 bohr^1
  f=1-r^2/R^2 (no jump): decay power 3.0003
    max G^3|F| = 25.1334, predicted 25.1327 bohr^0
count error / (K a/2pi)^1.5, radii 10-30 then 30-62 (units 2pi/a):
  plain: 3.847, 3.324
  phased: 1.430, 1.345
G_max = 6 1/bohr: remainder 0.017534, real-space square error 0.017547
S/(pi Omega) = 0.101563 1/bohr
G_max (1/bohr), remainder, predicted, ratio, rms error:
  12  0.008489  0.008464  1.0030  0.09213
  24  0.004227  0.004232  0.9989  0.06502
  48  0.002121  0.002116  1.0026  0.04606
mean ratio over G_max = 24-48 1/bohr: 1.00002
G_max predicted for rms error 0.05: 40.625 1/bohr
actual rms error there: 0.05009
eight spheres R=1.5 bohr against one R=3 bohr, equal volume:
  area ratio 2.000, remainder ratio 2.0008
cube of side 4.8 bohr, G along an edge:
  max G|Theta_G|, n=10-20: 0.085595, n=40-62: 0.085595 1/bohr
  remainder / area law, mean over G_max = 24-48: 1.0002
```
